# In-plane g-factor anisotropy from Dresselhaus coupling at a Si/SiO2 interface

One electron is held in a quantum dot at a flat (001) interface between silicon, $z>0$, and its oxide, $z<0$. The axes $x$ and $y$ lie along [100] and [010]. The electron has charge $-e$, and the field is

$$\mathbf B=B(\cos\varphi,\sin\varphi,0),$$

with $\varphi$ measured from [100]. Without spin-orbit coupling the Hamiltonian is

$$H_0=\frac{P_x^2+P_y^2}{2m_t}+H_z+U(x,y)+\frac{g_0\mu_B}{2}\mathbf B\cdot\boldsymbol\sigma,\qquad \mathbf P=\mathbf p+e\mathbf A .$$

$H_z$ contains the vertical kinetic energy and confinement. Its real eigenfunctions are $\psi_n(z)$, with energies $E_n$. The electron occupies a single valley state, well separated from the other valley, and the in-plane mass $m_t$ is taken as uniform. The interface coupling is modelled by

$$H_D=\frac{\beta_0}{\hbar}\,\delta(z)\,(P_x\sigma_x-P_y\sigma_y),$$

where $\beta_0$, an energy times a length squared, belongs to the occupied valley state. Since $P_x$ and $P_y$ contain only in-plane derivatives and a potential that will depend on $z$ alone, they commute with $\delta(z)$. I keep $\hbar$ and $e$ explicit, because the example uses nm, meV and T.

## (a) How does an in-plane field enter the momentum?

**Find a vector potential suited to vertical averaging, and the term it adds to $H_0$ at first order in $B$.**

Take

$$A_x=B_y(z-z_0),\qquad A_y=-B_x(z-z_0),\qquad A_z=0 .$$

Its curl has the components

$$\partial_yA_z-\partial_zA_y=B_x,\qquad \partial_zA_x-\partial_xA_z=B_y,\qquad \partial_xA_y-\partial_yA_x=0,$$

as required. The constant $z_0$ is a gauge choice, so no observable may depend on it. Expanding the squares gives the linear orbital term

$$V_1=\frac{e}{m_t}(z-z_0)(B_yp_x-B_xp_y).$$

Choose $z_0=\langle z\rangle$, the centroid of $\psi_0$. Then

$$\langle\psi_0|V_1|\psi_0\rangle_z=\frac{e}{m_t}(\langle z\rangle-z_0)(B_yp_x-B_xp_y)=0 .$$

In this gauge the field does not act within the lowest vertical subband at first order. It can only mix in higher subbands. If their excitation energies are far above the in-plane ones, this mixing may be dropped for now; part (d) restores it. The in-plane ground state $\phi(x,y)$ is then the real function found at $B=0$, and $\langle p_x\rangle=\langle p_y\rangle=0$.

This agrees with a general requirement. From $[x,H_0]=i\hbar P_x/m_t$ and $\langle[x,H_0]\rangle=0$ in a bound state, $\langle P_x\rangle=0$. The electron has no mean velocity, although its velocity at a particular height need not vanish.

## (b) What is the averaged spin Hamiltonian?

**Average $H_D$ over the orbital ground state to first order in $\beta_0$ and $B$.**

With $z_0=\langle z\rangle$, the vector potential at the interface is $A_x(0)=-B_y\langle z\rangle$ and $A_y(0)=B_x\langle z\rangle$. Write $\rho=|\psi_0(0)|^2$. Because $\langle p_x\rangle=\langle p_y\rangle=0$,

$$\langle\delta(z)P_x\rangle=-eB_y\rho\langle z\rangle,\qquad
\langle\delta(z)P_y\rangle=+eB_x\rho\langle z\rangle .$$

Inserting these, with the minus sign in front of $P_y\sigma_y$, gives

$$H_{\rm eff}=-\frac{e\beta\langle z\rangle}{\hbar}(B_y\sigma_x+B_x\sigma_y),\qquad \beta=\beta_0\rho .$$

Here $\langle z\rangle$ is the distance of the centroid from the interface. To see that this does not depend on the gauge, put $z_0=0$ instead. The vector potential now vanishes where the coupling acts, but $\langle P_x\rangle=0$ demands $\langle p_x\rangle=-eB_y\langle z\rangle$. In the slow-dot limit this momentum is a common in-plane phase factor of the state, present at every height, so $\langle\delta(z)p_x\rangle=-eB_y\rho\langle z\rangle$ as before.

The localisation matters. Replace $\delta(z)$ by a general weight $w(z)$. The same average gives

$$\langle w(z)P_x\rangle=eB_y\int w(z)\psi_0^2(z)\,(z-\langle z\rangle)\,dz .$$

For constant $w$ the integral is zero: a coupling uniform in $z$ produces no linear correction. For a localised $w$, the lever arm is the distance between the centroid of $\psi_0^2$ and that of $w\psi_0^2$.

## (c) How does the g-factor depend on the field angle?

**Project $H_{\rm eff}$ on the field direction and find the Zeeman splitting.**

Let $\sigma_b$ be the spin component along $\mathbf B$ and $\sigma_n$ the in-plane component perpendicular to it:

$$\sigma_x=\cos\varphi\,\sigma_b-\sin\varphi\,\sigma_n,\qquad
\sigma_y=\sin\varphi\,\sigma_b+\cos\varphi\,\sigma_n .$$

Therefore

$$\begin{aligned}
B_y\sigma_x+B_x\sigma_y
&=B\left[2\sin\varphi\cos\varphi\,\sigma_b+(\cos^2\varphi-\sin^2\varphi)\sigma_n\right]\\
&=B(\sin2\varphi\,\sigma_b+\cos2\varphi\,\sigma_n).
\end{aligned}$$

Add the bare Zeeman term and take out $\mu_BB/2$:

$$H_{\rm spin}=\frac{\mu_BB}{2}\left[(g_0-\mathcal A\sin2\varphi)\sigma_b-\mathcal A\cos2\varphi\,\sigma_n\right],$$

$$\mathcal A=\frac{2e\beta\langle z\rangle}{\hbar\mu_B}=\frac{4m_0\beta\langle z\rangle}{\hbar^2}.$$

The last form uses $\mu_B=e\hbar/(2m_0)$, so $m_0$ is the free-electron mass, not a band mass. The splitting is $g\mu_BB$, with

$$\begin{aligned}
g&=\sqrt{(g_0-\mathcal A\sin2\varphi)^2+\mathcal A^2\cos^22\varphi}\\
&=g_0-\mathcal A\sin2\varphi+\frac{\mathcal A^2\cos^22\varphi}{2g_0}+\dots
\end{aligned}$$

for $g_0>0$ and $|\mathcal A|\ll g_0$. To first order,

$$\boxed{\delta g(\varphi)=-\frac{4m_0\beta\langle z\rangle}{\hbar^2}\sin2\varphi .}$$

The correction vanishes along [100] and [010] and has opposite signs along [110] and $[\bar110]$. Along [100] the effective spin-orbit field is perpendicular to $\mathbf B$, so it tilts the spin axis and changes the splitting only at second order.

An interface Rashba term behaves differently. For $(\alpha_0/\hbar)\delta(z)(P_x\sigma_y-P_y\sigma_x)$ the averages of part (b) give

$$-\frac{e\alpha_0\rho\langle z\rangle}{\hbar}(B_y\sigma_y+B_x\sigma_x)
=-\frac{e\alpha_0\rho\langle z\rangle B}{\hbar}\sigma_b ,$$

an isotropic shift. The angular dependence separates the two couplings in this model.

## (d) What changes when the dot is not slow?

**For a circular harmonic dot with quantum $\hbar\omega$, include the mixing of higher vertical subbands.**

Consider $B_y$; the calculation for $B_x$ is the same with $y$ in place of $x$. The operator $p_x$ connects the in-plane ground state to the state $|1_x\rangle$ with one quantum along $x$. With $\Delta_n=E_n-E_0$ and $z_{n0}=\langle\psi_n|z|\psi_0\rangle$, the admixture caused by $V_1$ is

$$|\Psi_1\rangle=-\sum_{n\ge1}|\psi_n,1_x\rangle
\frac{eB_y}{m_t}\frac{z_{n0}\langle1_x|p_x|0\rangle}{\Delta_n+\hbar\omega}.$$

The term $n=0$ is absent because $z_0=\langle z\rangle$. The admixture changes the average of $\delta(z)p_x$ by twice the real part of its overlap with $\delta(z)p_x|\psi_0,0\rangle$. Using $|\langle1_x|p_x|0\rangle|^2=m_t\hbar\omega/2$,

$$\langle\delta(z)p_x\rangle_1=-eB_y\sum_{n\ge1}\psi_0(0)\psi_n(0)z_{n0}\frac{\hbar\omega}{\Delta_n+\hbar\omega}.$$

The direct term from part (b) can be written as a sum of the same kind. Completeness gives $\sum_{n\ge0}\psi_n(0)z_{n0}=[z\psi_0(z)]_{z=0}=0$. Separating $n=0$, for which $z_{00}=\langle z\rangle$, yields

$$\sum_{n\ge1}\psi_0(0)\psi_n(0)z_{n0}=-\rho\langle z\rangle .$$

The direct term $-eB_y\rho\langle z\rangle$ is thus $eB_y$ times this sum. Adding the two contributions and using $1-\hbar\omega/(\Delta_n+\hbar\omega)=\Delta_n/(\Delta_n+\hbar\omega)$ gives

$$\langle\delta(z)P_x\rangle=-eB_y\rho\langle z\rangle R,$$

$$R=-\frac{1}{\rho\langle z\rangle}\sum_{n\ge1}\psi_0(0)\psi_n(0)z_{n0}\frac{\Delta_n}{\Delta_n+\hbar\omega}.$$

The amplitude becomes $\mathcal AR$, and the angular form is unchanged for a circular dot. When $\hbar\omega$ is small compared with all $\Delta_n$, $R\to1$. In the opposite limit, with $\hbar\omega$ above all the gaps that contribute, $R\to0$: the in-plane motion then follows the vector potential at each height, and the local kinetic momentum averages to zero.

## (e) How large is the electron density at the interface?

**Let the vertical potential be $eFz$ in silicon and a constant $V_0$ in the oxide, with vertical masses $m_l$ and $m_{ox}$. Find $\rho$, estimate $\langle z\rangle$, and deduce the dependence on $F$.**

In silicon, multiply the Schrödinger equation for $\psi=\psi_0$ by $\psi'$ and integrate from $0$ to $\infty$:

$$-\frac{\hbar^2}{2m_l}\int_0^\infty\psi''\psi'\,dz+\int_0^\infty(eFz-E)\psi\psi'\,dz=0,$$

where $E=E_0$. The first term equals $\hbar^2\psi'(0^+)^2/(4m_l)$. In the second, write $\psi\psi'=(\psi^2)'/2$ and integrate by parts to get $E\rho/2-eFP_{\rm Si}/2$, where $P_{\rm Si}$ is the probability in silicon. Multiplying by 2,

$$\frac{\hbar^2\psi'(0^+)^2}{2m_l}+E\rho=eFP_{\rm Si}.$$

In the oxide $\psi\propto e^{\kappa z}$ with $\hbar^2\kappa^2/(2m_{ox})=V_0-E$. Continuity of $\psi'/m$ gives $\psi'(0^+)=(m_l/m_{ox})\kappa\psi(0)$. The kinetic term is therefore $(m_l/m_{ox})(V_0-E)\rho$, and

$$\rho=\frac{eFP_{\rm Si}}{(m_l/m_{ox})(V_0-E)+E}.$$

For a high barrier, $\rho\approx eFm_{ox}/(m_lV_0)$. A hard wall would make the delta coupling vanish at fixed $\beta_0$, so the finite barrier is essential to this model.

For the centroid, note that $\psi(0)/\psi'(0^+)=m_{ox}/(m_l\kappa)\equiv s$. If $s$ is short, the silicon wavefunction extrapolates linearly to zero at $z=-s$, as if a hard wall stood there. Let $u=z+s$ be the distance from that wall. Stretching the wavefunction by a factor $1/\lambda$ changes the mean energy to $\lambda^2\langle T\rangle+\langle eFu\rangle/\lambda$. This must be stationary at $\lambda=1$, so $2\langle T\rangle=\langle eFu\rangle$, and the total energy is $\tfrac32eF\langle u\rangle$. The hard-wall energy is $|a_1|eF\ell$, where $a_1=-2.338$ is the first zero of the Airy function and $\ell=(\hbar^2/2m_leF)^{1/3}$. Hence

$$\langle z\rangle\approx\tfrac23|a_1|\ell-s .$$

Since $\rho\propto F$ and $\ell\propto F^{-1/3}$, the amplitude grows nearly as $F^{2/3}$ when $s\ll\ell$ and $E\ll V_0$, with $\beta_0$, $V_0$ and the masses held fixed.

## (f) What does the result give for a typical dot?

**Evaluate the amplitude for $F=0.10$ MV/cm, $V_0=3.0$ eV, $m_l=0.92m_0$, $m_t=0.19m_0$, $m_{ox}=0.45m_0$, $\hbar\omega=2.0$ meV, $B=1.0$ T, $g_0=2.0$ and $\beta_0=5.0$ meV nm².**

The slope is $eF=10$ meV/nm, and $\hbar^2/(2m_0)=38.10$ meV nm². Thus

$$\ell=\left(\frac{38.10}{0.92\times10}\right)^{1/3}=1.606\ \text{nm}.$$

Airy matching at the finite barrier gives $E=36.72$ meV. The density formula becomes

$$\rho=\frac{10\times(1-1.39\times10^{-4})}{(0.92/0.45)(3000-36.7)+36.7}
=1.640\times10^{-3}\ \text{nm}^{-1},$$

which agrees with direct normalisation of the matched wavefunction. With $s=0.083$ nm the shifted-wall estimate is $\langle z\rangle\approx2.503-0.083=2.420$ nm, and quadrature also gives 2.420 nm. Then

$$\beta=5.0\times1.640\times10^{-3}\ \text{meV nm}=8.20\ \mu\text{eV nm}.$$

Since $4m_0/\hbar^2=2/(\hbar^2/2m_0)$,

$$\mathcal A=\frac{2(8.20\times10^{-3})(2.420)}{38.10}=1.04\times10^{-3}.$$

The first vertical gap is 28.1 meV, and the sum over excited states gives $R=0.961$. The final amplitude is $1.00\times10^{-3}$: $\delta g$ is $-1.00\times10^{-3}$ along [110] and $+1.00\times10^{-3}$ along $[\bar110]$. At 1 T the Larmor frequency shifts by 14 MHz in size, so the two diagonals differ by 28 MHz.

Between half and twice this silicon field, the mean exponent of the slow-dot amplitude is 0.659. The small departure from $2/3$ follows from part (e). The fixed offset $s$ changes the exponent of $\langle z\rangle$ from $-0.333$ to $-(2.503/2.420)/3=-0.345$, while the growth of $E$ in the denominator of $\rho$ adds about 0.004. The sum $1+0.004-0.345$ is 0.659.

## (g) Does the full orbital problem give the same splitting?

**Compare the formula with a three-dimensional diagonalization including spin, and account for the small remainder.**

The test used a vertical grid with 0.05 nm spacing, in-plane oscillator states up to two quanta, and a vector potential vanishing at the interface. The formula evaluated on that same grid has amplitude $\mathcal AR=9.800\times10^{-4}$, about 2% below the better resolved value above. Diagonalization gives

- $-6.930\times10^{-4}$ at $22.5^\circ$, where the formula gives $-9.800\times10^{-4}/\sqrt2=-6.930\times10^{-4}$;
- $-9.802\times10^{-4}$ at $45^\circ$, and the same value with the gauge origin at 5 nm;
- $+9.798\times10^{-4}$ at $135^\circ$.

Raising the in-plane quantum to 8 meV reduces the size at $45^\circ$ to $8.831\times10^{-4}$, in agreement with the sum for $R$. An interface Rashba term of equal strength gives $-9.802\times10^{-4}$ at both $0^\circ$ and $45^\circ$.

At $0^\circ$ the shift is $7.7\times10^{-8}$, not zero. Two second-order effects account for it. The transverse term of part (c), with the amplitude $\mathcal AR$ of part (d), is $(\mathcal AR)^2/(2g_0)=2.5\times10^{-7}$. The second effect comes from the averaged coupling $\beta(k_x\sigma_x-k_y\sigma_y)$. To first order it is removed by a spin rotation through an angle $2|\mathbf u|/L$ about $\mathbf u=(x,-y)$, where $L=\hbar^2/(m_t\beta)=48.9$ μm. The rotation reduces the mean spin component along $\mathbf B$ by $2\langle u_\perp^2\rangle/L^2$, where $u_\perp$ is the part of $\mathbf u$ perpendicular to $\mathbf B$. With in-plane density proportional to $e^{-(x^2+y^2)/r^2}$ and $r=14.2$ nm, $\langle u_\perp^2\rangle=r^2/2$. The change in $g$ is $-g_0(r/L)^2=-1.7\times10^{-7}$. The sum is $0.8\times10^{-7}$, as found. A uniform coupling has only the second effect, and its diagonalized shift at $45^\circ$ is $-1.6\times10^{-7}$ on this grid. Both small shifts are quadratic in $\beta$, which the grid underestimates by about 2%; with a well-resolved vertical state they become $8.1\times10^{-8}$ and $-1.7\times10^{-7}$.

## (h) Which assumptions matter most in a real device?

**Estimate the effects of an atomic step, the image potential and other omissions.**

A monatomic step joins two terraces whose interface bonds are rotated by $90^\circ$. Under $(k_x,k_y)\to(k_y,-k_x)$ and the same rotation of the spin,

$$k_x\sigma_x-k_y\sigma_y\to k_y\sigma_y-k_x\sigma_x ,$$

so $\beta$ changes sign. For a straight step along $y$ at distance $d$ from the dot centre, a slow dot averages the two signs with its in-plane density:

$$\frac{\beta_{\rm av}}{\beta}=P(x<d)-P(x>d)=\operatorname{erf}(d/r).$$

This assumes a coupling of equal size on the two terraces and an in-plane density that the step does not disturb. The second condition is not safe here. The terraces differ in height by 0.136 nm, so if the potential $eFz$ continues unchanged across the step, the subband energy jumps there by $eF\times0.136\ \text{nm}=1.4$ meV. This is comparable with the in-plane quantum and pushes the dot towards the terrace of lower energy. The change of height at a step also shifts the relative phase of the two valleys, which can alter the occupied valley state and with it $\beta_0$; that effect is left out of this estimate. With the density held fixed, the factor is 0.68 for $d=10$ nm, zero for a step through the centre, and negative if most of the dot lies on the other terrace. Including the energy jump changes 0.68 to about 0.8 or 0.4, and zero to about $+0.4$ or $-0.4$, depending on which terrace has the lower energy.

The image potential is also large. Silicon has the higher permittivity, so the image charge repels the electron from the oxide. This opposes the gate force that enters the balance in part (e), and lowers $\rho$. With the image potential cut off by adding 0.2 nm to $z$, the product $\rho\langle z\rangle$ falls by 32%. That figure is an estimate: it becomes 39% for a cutoff of 0.1 nm and 24% for 0.4 nm. The image potential also steepens the field dependence. With the 0.2 nm cutoff, the mean exponent between half and twice the example field rises from 0.66 to about 0.84, so the $F^{2/3}$ growth of part (e) belongs to the model without image charges. These figures apply the image potential in silicon only. On the oxide side it is attractive and lowers the barrier near the interface; including it with the same cutoffs reduces the falls of 39%, 32% and 24% to about 33%, 28% and 22%, and leaves the exponent near 0.84. The silicon-only figures also leave out the attractive image in the metal gate. For a gate behind 8 nm of oxide, it makes the 32% fall about 1.4 percentage points smaller and lowers the exponent to about 0.81. The assumed position of the coupling matters even more. Spreading it uniformly over the first 0.136 nm of silicon shortens the lever arm by only 3.6% at fixed $\beta$. At fixed $\beta_0$, however, $\beta$ itself becomes about 3.5 times as large, because the electron density rises steeply away from the oxide. A value of $\beta_0$ therefore has meaning only together with the position assumed for the coupling.

The field, barrier, masses and dot size are rough typical values for a silicon MOS dot, and g-factor variations of order $10^{-3}$ are the familiar scale in such devices. The agreement in scale is not a prediction, because $\beta_0$ is a round model value and $\delta g$ is proportional to it. Real interfaces break the assumption of a flat terrace: one step can reduce the result, remove it or reverse it, depending on its position and on the energy difference between the terraces. The angular law can therefore survive while its amplitude varies from dot to dot.

Several other conditions can be checked for the example, and they hold. The Zeeman splitting of 0.116 meV is below a rough valley splitting of 0.3 meV; they would cross at 2.6 T, and near that field the single-valley treatment fails. At 0.1 K, $k_BT=0.009$ meV is far below the in-plane quantum. The oxide field is 0.30 MV/cm, well below a rough breakdown field of 10 MV/cm, and the tunnelling factor $e^{-2\kappa t}$ for an oxide of thickness $t=8$ nm is about $10^{-41}$ for the flat barrier of part (e).

## Numbers as computed

```
Silicon field: 0.10 MV/cm
Potential slope eF: 10.0 meV/nm
Barrier: 3.0 eV
Masses m_l, m_t, m_ox: 0.92, 0.19, 0.45 m0
Interface strength beta0: 5.0 meV nm^2
In-plane quantum: 2.0 meV
Magnetic field: 1.0 T; bare g: 2.0
hbar^2/(2 m0): 38.100 meV nm^2
Airy length: 1.6059 nm
Vertical ground energy: 36.722 meV
First vertical gap: 28.10 meV
Oxide decay constant kappa: 5.916 1/nm
Interface density, quadrature: 1.640467e-03 1/nm
Interface density, force balance: 1.640467e-03 1/nm
Centroid <z>: 2.4204 nm
Shifted-wall estimate of <z>: 2.4205 nm
Wall shift s: 0.0827 nm
Averaged beta: 8.202 ueV nm
Slow-dot g amplitude: 1.0421e-03
Finite-frequency factor R: 0.9609
g amplitude with R: 1.0014e-03
dg at 45 deg, [110]: -1.0014e-03
dg at 135 deg, [-110]: 1.0014e-03
Larmor shift size at 45 deg: 14.02 MHz
Field exponent of amplitude: 0.6591
3D test grid spacing: 0.05 nm
3D test grid, formula amplitude with R: 9.8002e-04
3D diagonalization, dg at 0.0 deg: 7.7222e-08
3D diagonalization, dg at 22.5 deg: -6.9301e-04
3D diagonalization, dg at 45.0 deg: -9.8016e-04
3D diagonalization, dg at 90.0 deg: 7.7222e-08
3D diagonalization, dg at 135.0 deg: 9.7984e-04
3D, 45 deg, gauge origin at 5 nm: -9.8017e-04
3D, 45 deg, quantum 8 meV: -8.8312e-04
Formula, 45 deg, quantum 8 meV: -8.8307e-04
3D, uniform coupling, 45 deg: -1.6e-07
3D, Rashba, 0 and 45 deg: -9.8016e-04, -9.8016e-04
Image potential (cutoff 0.2 nm), change: -32.0 %
Coupling spread over 0.136 nm, lever change: -3.6 %
Dot radius: 14.16 nm
Step at 10 nm, beta factor: 0.682
Probability in oxide: 1.39e-04
Spin-orbit length: 48.9 um
(radius/spin-orbit length)^2: 8.4e-08
Transverse term, amplitude^2/(2 g0): 2.5e-07
Zeeman splitting: 0.1158 meV
Valley splitting, rough: 0.3 meV
Spin-valley crossing field: 2.59 T
kT at 0.1 K: 0.0086 meV
Oxide field: 0.30 MV/cm
log10 tunnelling factor, 8 nm oxide: -41.1
```
